\section*{What a straight inverse-squared-capacitance plot says about doping near the metal}

\section*{The argument under review}

The manuscript reports the capacitance per area $C$ of a silicide contact to n-type silicon under reverse bias $V_R$. It argues in three steps. The plot of $1/C^2$ against $V_R$ is straight. A straight plot means uniform doping, so the doping is uniform from the metal into the bulk. The extrapolated intercept therefore gives the band bending at the metal, and with it the barrier height.

The first step is a matter of data, and I accept it. The second contains a gap. Silicide growth can push donors ahead of the moving interface and leave them in a thin layer beside the metal. Would such a layer bend the plot? If not, what does the intercept measure?

\section*{Conventions and the meaning of the slope}

Let the semiconductor occupy $x>0$, with the metal at $x=0$. I write $\psi(x)$ for the upward band bending relative to the neutral bulk, in volts, and $F=-d\psi/dx$ for the field magnitude. At the metal $\psi_0=V_{bi}+V_R$, where $V_{bi}$ is the zero-bias bending. The problem is one-dimensional, donors are fully ionized, holes are negligible, and there are no deep traps and no interfacial layer. The barrier at the metal does not depend on bias.

Take first a general donor profile $N(x)$ in the depletion approximation: no electrons for $x<w$, neutrality for $x>w$. Gauss's law gives
\begin{equation}
F(x)=\frac{q}{\varepsilon}\int_x^w N(x')\,dx' .
\end{equation}
Integrating from the metal to $w$ and exchanging the order of integration,
\begin{equation}
\psi_0=\frac{q}{\varepsilon}\int_0^w dx'\,N(x')\int_0^{x'}dx
=\frac{q}{\varepsilon}\int_0^w x'N(x')\,dx' .
\label{moment}
\end{equation}
When the edge moves by $dw$, the two upper limits give
\begin{equation}
dF_0=\frac{q}{\varepsilon}N(w)\,dw,\qquad
d\psi_0=\frac{q}{\varepsilon}\,wN(w)\,dw ,
\end{equation}
with $F_0=F(0)$. The charge per area on the metal has magnitude $\varepsilon F_0$, so
\begin{equation}
C=\varepsilon\frac{dF_0}{d\psi_0}=\frac{\varepsilon}{w}.
\end{equation}
Since $1/C^2=w^2/\varepsilon^2$ and $dV_R=d\psi_0$,
\begin{equation}
\frac{d(1/C^2)}{dV_R}=\frac{2w}{\varepsilon^2}\,\frac{dw}{d\psi_0}
=\frac{2w}{\varepsilon^2}\,\frac{\varepsilon}{qwN(w)}
=\frac{2}{q\varepsilon N(w)} .
\label{slope}
\end{equation}
The slope reports the doping at the moving edge. In this approximation, a constant slope shows that $N(w)$ is constant over the depths that the edge visits. In a real contact the electrons smooth out doping variations that are short on the scale of the Debye length $\sqrt{\varepsilon kT/(q^2N)}$, so the slope reports an average over several such lengths. Even at the lowest bias the edge is some distance from the metal, and the slope does not sample the doping between the two.

\section*{A donor sheet that stays depleted}

Now let the doping be uniform, $N$, and add $\sigma$ donors per area at depth $d$. I keep the electron tail, because it contributes to the intercept. With $V_t=kT/q$ and Boltzmann electrons in equilibrium with the bulk, Poisson's equation for $x>d$ is
\begin{equation}
\frac{d^2\psi}{dx^2}=\frac{qN}{\varepsilon}\left(1-e^{-\psi/V_t}\right).
\end{equation}
Multiply by $d\psi/dx$ and integrate from the bulk, where $\psi$ and $F$ vanish:
\begin{equation}
\frac{F^2}{2}=\frac{qN}{\varepsilon}\left[\psi-V_t\left(1-e^{-\psi/V_t}\right)\right].
\label{first}
\end{equation}
Let $\psi_d$ be the bending at the sheet and $F_d$ the field just on its bulk side. The sheet is depleted when $\psi_d$ is many times $V_t$. The exponential can then be dropped at $x=d$, and electrons can be ignored for $x<d$, where the bending is larger still. Define a length $w$ by $F_d=qN(w-d)/\varepsilon$. Equation (\ref{first}) becomes
\begin{equation}
\psi_d=V_t+\frac{\varepsilon F_d^2}{2qN}=V_t+\frac{qN}{2\varepsilon}(w-d)^2 .
\end{equation}
Towards the metal, the field jumps by $q\sigma/\varepsilon$ at the sheet and then grows linearly:
\begin{equation}
F(x)=F_d+\frac{q\sigma}{\varepsilon}+\frac{qN}{\varepsilon}(d-x),\qquad 0<x<d .
\end{equation}
At the metal this is $F_0=q(\sigma+Nw)/\varepsilon$. Integrating over $0<x<d$ and adding $\psi_d$,
\begin{align}
\psi_0&=\psi_d+F_d d+\frac{q\sigma d}{\varepsilon}+\frac{qNd^2}{2\varepsilon}\nonumber\\
&=V_t+\frac{q\sigma d}{\varepsilon}+\frac{qN}{2\varepsilon}\left[(w-d)^2+2d(w-d)+d^2\right]\nonumber\\
&=V_t+\frac{q\sigma d}{\varepsilon}+\frac{qNw^2}{2\varepsilon}.
\label{psi0}
\end{align}
The bracket is the square of $(w-d)+d=w$. Because $\sigma$ and $d$ are fixed, $dF_0=qN\,dw/\varepsilon$ and $d\psi_0=qNw\,dw/\varepsilon$, so again $C=\varepsilon/w$. Solving (\ref{psi0}) for $w^2$ and dividing by $\varepsilon^2$,
\begin{equation}
\frac{1}{C^2}=\frac{2}{q\varepsilon N}\left(V_R+V_i\right),\qquad
V_i=V_{bi}-V_t-\frac{q\sigma d}{\varepsilon}.
\label{result}
\end{equation}
The line meets zero at $V_R=-V_i$. The sheet has left the slope alone and lowered $V_i$ by $q\sigma d/\varepsilon$.

The sheet and the equal and opposite charge it induces on the metal form a double layer of thickness $d$, across which the potential changes by $q\sigma d/\varepsilon$. This charge does not respond to the bias, so it adds nothing to $C$ at a given $w$. It does supply part of the band bending, so a given $w$ is reached only at a reverse bias higher by $q\sigma d/\varepsilon$. The intercept measures the bulk parabola continued to $x=0$ as if the double layer were absent. As $d\to0$ at fixed $\sigma$, the shift vanishes.

\section*{How much the intercept can tell}

Replace the sheet by any excess profile $\delta N(x)$ that is confined to a depleted layer next to the metal. Equation (\ref{moment}), with the same electron tail beyond the layer, gives
\begin{equation}
V_i=V_{bi}-V_t-\frac{q}{\varepsilon}\int x\,\delta N(x)\,dx .
\label{general}
\end{equation}
Within this model, capacitance sees one number from the hidden layer, its first moment. Even that number can be extracted only if $V_{bi}$ is known from elsewhere. The manuscript uses the intercept to find $V_{bi}$, and so cannot also use it to exclude a hidden layer.

\section*{A worked contact}

Consider silicon at 300~K with $\varepsilon=11.7\,\varepsilon_0=1.036\times10^{-12}$~F/cm, $N=10^{16}$~cm$^{-3}$, $\sigma=10^{12}$~cm$^{-2}$ and $d=10$~nm. The barrier is $\phi_B=0.65$~eV, held fixed when the sheet is added or removed. With a conduction-band density $N_c=2.83\times10^{19}$~cm$^{-3}$, the bulk Fermi level lies $kT\ln(N_c/N)=0.2055$~eV below the band edge, so $V_{bi}=0.6500-0.2055=0.4445$~V. The predicted shift is
\begin{equation}
\frac{q\sigma d}{\varepsilon}=
\frac{(1.602\times10^{-19})(10^{12})(10^{-6})}{1.036\times10^{-12}}~\mathrm{V}
=0.155~\mathrm{V}.
\end{equation}

I solved the nonlinear Poisson equation, electrons included, by finite differences on a 1~nm grid. The capacitance is the change of surface charge when the bias is varied by $\pm1$~mV, so neither a depletion edge nor (\ref{result}) is assumed.

\begin{center}
\begin{tabular}{ccccc}
$V_R$ & \multicolumn{2}{c}{$\varepsilon/C$ (nm)} & \multicolumn{2}{c}{$C$ (nF/cm$^2$)}\\
(V) & uniform & sheet & uniform & sheet\\
0 & 232.7 & 184.8 & 44.5 & 56.1\\
1 & 428.3 & 404.3 & 24.2 & 25.6\\
2 & 559.3 & 541.1 & 18.5 & 19.1\\
4 & 755.9 & 742.6 & 13.7 & 14.0
\end{tabular}
\end{center}

Straight lines through 17 equally spaced biases from 0 to 4~V have the same slope for both contacts, $1.205\times10^{15}$~cm$^4$\,F$^{-2}$\,V$^{-1}$, which corresponds to $10^{16}$~cm$^{-3}$. The contact with the sheet departs from its line by at most about 0.01~mV on the voltage axis. The intercept voltages are $V_i=0.419$~V without the sheet and 0.264~V with it, a difference of 0.155~V.

The sheet raises the zero-bias capacitance by 26\% relative to the uniform contact, yet the plot gives no sign of it, because the offset in $1/C^2$ is the same at every bias. What these data support is doping that is uniform between about 185 and 743~nm when averaged over several Debye lengths, each 41~nm here. Finer structure is hidden: a 30\% doping ripple with a period of 100~nm would change the doping read from the slope by less than 1\%.

A reader who assumes uniform doping up to the metal obtains from the second contact
\begin{equation}
\phi_{CV}=q(V_i+V_t)+kT\ln\frac{N_c}{N}
=0.264+0.026+0.205=0.495~\mathrm{eV},
\end{equation}
which is 0.155~eV below the barrier that was put in. The same reader takes the zero-bias surface field to be $qNw/\varepsilon=0.029$~MV/cm. The sheet adds $q\sigma/\varepsilon=0.155$~MV/cm, for a total of 0.183~MV/cm, about six times the inferred value.

For this sheet, a moderate change of temperature does not expose the error. With $\phi_B$ and $\varepsilon$ held fixed, the same calculation at 400~K, fitted from 1 to 4~V, again gives a shift of 0.155~V; fitted from 0~V it gives 0.154~V, with a misfit of about 1~mV. This is electrostatics only. By the rough leakage estimate used below, the conductance at 400~K is some 30 times $\omega C$ at zero bias and 1~MHz, and about 0.3 times $\omega C$ from 1 to 4~V, so such a measurement would be hard.

Equation (\ref{general}) can be put to a sharper use. A sheet of $2\times10^{12}$~cm$^{-2}$ at 5~nm has the same first moment, and so has a layer of $10^{12}$~cm$^{-2}$ spread evenly from 0 to 20~nm. Their computed capacitances differ from that of the original sheet by no more than about 2 parts in $10^5$ over the whole bias range.

\section*{When the sheet does reveal itself}

The derivation requires the sheet to be empty of electrons at the lowest bias. In the depletion picture the limit is $w=d$ at $V_R=0$. Putting this in (\ref{psi0}) gives
\begin{equation}
\sigma<\frac{\varepsilon(V_{bi}-V_t)}{qd}-\frac{Nd}{2}
=2.7\times10^{12}~\mathrm{cm^{-2}}
\end{equation}
for this depth, and a margin of several $V_t$ is needed in practice. The example has that margin. At zero bias the band edge at the sheet lies 0.468~eV above the Fermi level, so $\psi_d=0.468-0.205=0.263$~V, or $10V_t$, and the neglected exponential is about $4\times10^{-5}$.

A sheet of $4\times10^{12}$~cm$^{-2}$ at the same depth exceeds the limit. Electrons then remain near it at zero bias, where the calculation gives $\varepsilon/C=16$~nm, and the best line from 0 to 4~V misses the computed points by up to 0.16~V. The electrons there are not degenerate: the Fermi level lies $3.9\,kT$ below the band edge at the sheet, and Fermi--Dirac statistics leave both figures unchanged. They are still indicative only, because full ionization is doubtful: an isolated donor level 45~meV deep would be about one-fifth neutral at this Fermi level.

Even this sheet can escape notice. Equation (\ref{result}) gives $V_i=0.419-0.619=-0.200$~V, so the sheet empties near $V_R=0.2$~V. Data that begin well above that bias fall on a straight line of the usual slope, which now meets zero on the reverse-bias side. An implausible intercept would then be the remaining sign.

\section*{The intercept deficit is not the transport barrier}

It would be a second error to treat 0.495~eV as a barrier truly lowered by the sheet. Electrons leaving the metal must still pass the top of the band near $x=0$. The sheet helps them through the stronger surface field, in two ways.

The first is the image force. Near the metal the electron energy, measured from $\phi_B$, is $-qF_0x-q^2/(16\pi\varepsilon x)$. Its derivative vanishes at $x_m=\sqrt{q/(16\pi\varepsilon F_0)}$, where the two terms are equal, so the top is lowered by
\begin{equation}
\Delta_{\rm im}=2qF_0x_m=q\sqrt{\frac{qF_0}{4\pi\varepsilon}} .
\end{equation}

The second is tunnelling just below the top. An electron at energy $u$ below the top of a triangular barrier gains a Boltzmann factor $e^{u/kT}$ and pays a tunnelling factor whose exponent, for mass $m$, is
\begin{equation}
\frac{2\sqrt{2m}}{\hbar}\int_0^{u/qF_0}\!\!\sqrt{u-qF_0x}\,dx
=\frac{4\sqrt{2m}\,u^{3/2}}{3\hbar qF_0}.
\end{equation}
The net exponent is largest where $1/kT=2\sqrt{2mu}/(\hbar qF_0)$, that is, at $u^*=(\hbar qF_0)^2/[8m(kT)^2]$. There the cost is $\tfrac23u^*/kT$, leaving a gain of $\tfrac13u^*/kT$. Keeping only this largest exponent, and not the spread of energies around it, gives the rough lowering
\begin{equation}
\Delta_{\rm tun}=\frac{u^*}{3}=\frac{(\hbar qF_0)^2}{24m(kT)^2}.
\end{equation}

I use the light transverse mass of silicon, $0.19\,m_0$, which favours tunnelling. At zero bias the lowerings are:

\begin{center}
\begin{tabular}{lccc}
contact & $F_0$ (MV/cm) & $\Delta_{\rm im}$ (meV) & $\Delta_{\rm tun}$ (meV)\\
uniform & 0.036 & 21 & 0.3\\
$10^{12}$~cm$^{-2}$, 10~nm & 0.183 & 47 & 8\\
$2\times10^{12}$~cm$^{-2}$, 5~nm & 0.338 & 64 & 29
\end{tabular}
\end{center}

Simply adding the two effects, which is a rough estimate, puts the transport barrier of the example at 0.59~eV, well above the 0.495~eV read from capacitance. The sum hides two opposing errors. Keeping the spread of energies raises the triangular-barrier figures to 11, 42 and 73~meV, while the image force rounds off the sharp top that this tunnelling relies on. Integrating the WKB transmission over energy for the image-rounded barrier gives total lowerings of 26, 68 and 102~meV, and a barrier of 0.58~eV for the example. The last two rows have practically the same capacitance curve, but their summed lowerings differ by 37~meV (from unrounded values), which suggests a factor of roughly four in the current at 300~K. The energy-integrated WKB values give 3.7, and including quantum reflection at the interface gives 5 to 6. Capacitance depends on the product $\sigma d$, whereas the surface field depends on $\sigma$.

\section*{Bearing on real silicide contacts}

The parameters resemble a nickel-silicide contact to lightly doped silicon with a mild donor pile-up. The barrier is a rough typical value; the sheet density and depth are round choices. Deliberate dopant segregation can give far larger densities, for which tunnelling may dominate and this analysis no longer applies. A real pile-up is spread over a range of depths, and its mean depth is uncertain. Its spread does not alter the intercept if the layer stays depleted, but an error of 2~nm in its mean depth moves the shift by 0.03~V. Its donors are also discrete, with a typical lateral spacing of 10~nm, equal to $d$. For donors placed at random in the plane $x=d$, summing their potentials and those of their images gives fluctuations of 4~mV rms at the barrier top and 2~mV at the zero-bias depletion edge; screening by the bulk electrons, left out here, lowers the second figure. If the same donors are spread evenly from 0 to 20~nm, the fluctuation at the barrier top rises to about 11~mV rms. All these values are small beside 155~mV. Interfacial layers, traps and lateral variation of the barrier can also disturb the intercept, and I have not sized them.

Leakage deserves a check in the measurement. With a rough Richardson constant of 110~A\,cm$^{-2}$\,K$^{-2}$ and the 0.59~eV barrier, the zero-bias conductance is $D=0.11$ times $\omega C$ at 1~MHz. A parallel-circuit reading of $C$ is unaffected if the series resistance is negligible. A series-circuit reading gives $C(1+D^2)$, an error of about 1\%, which depends strongly on the estimated barrier: at 0.58~eV, $D=0.18$ and the error is 3\%.

I ask that the claim of uniformity be limited to the depths actually swept, and that the barrier be called an apparent one. To go further, the manuscript needs an independent donor profile near the interface. A single barrier height extracted from the current would not settle the matter: it adds one quantity to the intercept, while $\phi_B$, $\sigma$ and $d$ are three unknowns.
